# Defect Emission Rates and Deep-Level Transient Spectroscopy from Detailed Balance, part 1

(Sections cited here and not found follow in the second part.)

## First half: from capture to emission

**Q.** I have a computed cross-section for a defect catching an electron from the conduction band, and computed free energies for the defect with and without that electron. A transient experiment measures how fast the electron leaves. Capture and emission are different processes, so why should one determine the other?

**A.** They connect the same two sets of states in opposite directions, and in thermal equilibrium their flows must cancel. Let $N_1$ be the density of defects holding the electron and $N_0$ the density of those that have lost it. The filled defect has charge $q$ and the empty one $q+1$, in units of the elementary charge. With $n$ the density of conduction electrons, the rates per volume are

$$R_{\rm cap}=c\,n\,N_0,\qquad R_{\rm em}=e\,N_1 .$$

Here $c$ is a capture coefficient, a volume per time, and $e$ is the emission rate of one filled defect. The letter $e$ never denotes the elementary charge below. The form of $R_{\rm cap}$ assumes a dilute electron gas, in which each electron acts independently.

Detailed balance requires this pair of flows to cancel by itself, even if other processes, such as exchange with the valence band, are present. Setting $R_{\rm em}=R_{\rm cap}$ gives

$$\frac{e}{c}=n\,\frac{N_0}{N_1}\quad\text{(equilibrium)} .$$

The right-hand side contains equilibrium quantities alone. Equilibrium therefore fixes the ratio of the two coefficients, though neither one separately.

**Q.** That moves the difficulty to $N_0/N_1$. Do I insert a Fermi function with the defect's energy level?

**A.** It is safer to start from Gibbs weights, because a defect is more than a single electron level: its atoms relax and its vibrations change. I use atomic units in the algebra, so $\hbar$, the electron mass and the elementary charge are one, and I write $\theta=k_{\rm B}T$. Let $\mu$ be the Fermi level. Forming a defect of charge $q$ places $q$ electrons in the reservoir at $\mu$, so the formation free energies are

$$G_1(\mu)=A_1+q\mu,\qquad G_0(\mu)=A_0+(q+1)\mu .$$

$A_1$ and $A_0$ do not depend on $\mu$. They are Gibbs free energies at the given temperature and pressure, and include every internal state of the defect. Since the population of each charge state is proportional to $\exp(-G/\theta)$,

$$\frac{N_1}{N_0}=e^{[G_0(\mu)-G_1(\mu)]/\theta}
=e^{(A_0-A_1+\mu)/\theta}.$$

The two states are equally likely at $\mu^*=A_1-A_0$. I define the transition free energy with the released electron at the band edge $E_c$:

$$\Delta G=G_0(E_c)-G_1(E_c)=A_0-A_1+E_c=E_c-\mu^* .$$

Eliminating $A_0-A_1=\Delta G-E_c$ gives

$$\frac{N_1}{N_0}=e^{(\mu-E_c+\Delta G)/\theta}.$$

The sign is as it should be: raising the Fermi level fills the defect, and so does making $\Delta G$ larger.

**Q.** My calculation gives total energies at zero temperature. May I call their difference $\Delta G$?

**A.** As an approximation whose error you must estimate. The definition needs the free energies of both charge states and the band edge at temperature $T$, on a common electrostatic reference. In a periodic calculation, the charged cells must also be corrected for their spurious electrostatic interactions. A static energy difference leaves out zero-point motion, vibrational entropy, degeneracy and the thermal shift of $E_c$. Each enters an exponent, divided by $\theta$.

**Q.** Then I should also multiply the occupation ratio by a spin degeneracy factor.

**A.** Not if $\Delta G$ is defined as above, because the factor is already in it. Suppose state $s$ has electronic degeneracy $g_s$ and vibrational partition function $Z_s$. Its free energy contains $-\theta\ln(g_sZ_s)$. Subtracting the filled state from the empty one gives

$$\Delta G=-\theta\ln\frac{g_0Z_0}{g_1Z_1}
=-\theta\ln\frac{Z_0}{Z_1}+\theta\ln\frac{g_1}{g_0},$$

where the energies in $Z_0$ are counted with the electron at the band edge. For an empty singlet and a filled spin doublet, $g_1/g_0=2$ and the last term is $+\theta\ln2$. The filled state has more ways of existing, so removing its electron costs more free energy. One may instead keep $g_1/g_0$ outside the exponential and take that term out of $\Delta G$. Doing both counts it twice.

**Q.** Next you need $n$, which depends on the Fermi level. The emission rate of a single defect cannot.

**A.** It does not, and the cancellation can be followed. I take one isotropic parabolic valley of mass $m$, with $\varepsilon$ the electron energy above $E_c$. Counting both spins, the states per volume in a shell of wave number are

$$2\,\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{k^2\,dk}{\pi^2}.$$

From $k=\sqrt{2m\varepsilon}$ follows $dk=\sqrt{m/(2\varepsilon)}\,d\varepsilon$, so the density of states is

$$D(\varepsilon)=\frac{2m\varepsilon}{\pi^2}\sqrt{\frac{m}{2\varepsilon}}
=\frac{\sqrt2\,m^{3/2}}{\pi^2}\sqrt{\varepsilon}.$$

If $E_c-\mu$ is several $\theta$, the band occupation is $\exp[(\mu-E_c-\varepsilon)/\theta]$. Then

$$n=N_c\,e^{(\mu-E_c)/\theta},\qquad
N_c=\int_0^\infty D(\varepsilon)e^{-\varepsilon/\theta}d\varepsilon .$$

The integral $\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/\theta}d\varepsilon$ equals $\tfrac12\sqrt\pi\,\theta^{3/2}$, so

$$N_c=\frac{m^{3/2}\theta^{3/2}}{\sqrt2\,\pi^{3/2}}
=2\left(\frac{m\theta}{2\pi}\right)^{3/2}.$$

Now insert $n$ and $N_0/N_1$ into the balance:

$$e=c\,N_c\,e^{(\mu-E_c)/\theta}\,e^{-(\mu-E_c+\Delta G)/\theta}
=c\,N_c\,e^{-\Delta G/\theta}.$$

The Fermi level has gone. It controls how many defects are filled, but not how fast a filled one empties into an empty band.

**Q.** My input was a cross-section, and electrons have many speeds. Which speed turns $\sigma$ into $c$?

**A.** The coefficient $c$ is the thermal average of $\sigma(\varepsilon)v(\varepsilon)$. I define one thermal cross-section by $\sigma=c/\bar v$, with $\bar v$ the mean speed. Since $v=\sqrt{2\varepsilon/m}$, the flux integral is

$$\bar v N_c=\int_0^\infty D\,v\,e^{-\varepsilon/\theta}d\varepsilon
=\frac{2m}{\pi^2}\int_0^\infty\varepsilon\,e^{-\varepsilon/\theta}d\varepsilon
=\frac{2m\theta^2}{\pi^2},$$

because $\sqrt2\,m^{3/2}\sqrt{2/m}=2m$ and the last integral is $\theta^2$. Dividing by $N_c$ gives

$$\bar v=\frac{2m\theta^2}{\pi^2}\,
\frac{\sqrt2\,\pi^{3/2}}{m^{3/2}\theta^{3/2}}
=\sqrt{\frac{8\theta}{\pi m}} .$$

The emission rate is therefore

$$e=\sigma\bar vN_c\,e^{-\Delta G/\theta}
=\frac{2m\theta^2}{\pi^2}\,\sigma\,e^{-\Delta G/\theta}.$$

Some define $\sigma$ with the root-mean-square speed $\sqrt{3\theta/m}$. That speed is larger by $\sqrt{3\pi/8}\approx1.09$, so the quoted $\sigma$ is smaller by the same factor, while $c$ and $e$ are unchanged. For several valleys or an anisotropic mass, the form $e=cN_c\exp(-\Delta G/\theta)$ remains, with $c$ and $N_c$ evaluated for the actual band. The compact factor $2m\theta^2/\pi^2$ belongs to the single isotropic valley.

**Q.** You used equilibrium to derive a rate that is measured in a depleted junction, which is far from equilibrium. Is that allowed?

**A.** Yes, if the defect itself remains thermal. The rate $e$ is an average over the internal states of a filled defect. If those states exchange energy with the lattice faster than the electron escapes, their distribution is the equilibrium one at the lattice temperature, whether or not the band contains electrons. The same $e$ then applies in both situations.

The argument fails if the electron escapes before the defect's vibrations settle, or if the defect is trapped in a metastable configuration that equilibrium would mix with others. It also fails if the junction's electric field alters the escape path, since the rate is then that of a different system.

**Q.** I am still uneasy. With strong lattice relaxation, an electron may enter by one vibrational path and leave by another. Does the overall balance survive a microscopic rate calculation?

**A.** Let us do it with Fermi's golden rule. Let $E_{1n}$ be the vibrational levels of the filled defect and $E_{0m}$ those of the empty defect plus an electron at the band edge. A transition between $n$ and $m$ involves a band electron of energy

$$\varepsilon_{mn}=E_{1n}-E_{0m}\ge0 .$$

Let $w_{mn}$ be the golden-rule emission rate from $n$ to $m$ into band states of one spin. It contains $2\pi$, the squared matrix element and the density of states per spin, $D/2$. The empty defect is a singlet, the filled one a spin doublet, and the coupling conserves spin. Each filled spin state then emits into one spin channel, and

$$e=\sum_{mn}p_{1n}w_{mn},\qquad p_{1n}=\frac{e^{-E_{1n}/\theta}}{Z_1}.$$

An empty defect can capture either spin, which gives a factor 2. The reverse transition has the same squared matrix element, and the incoming electrons carry the Boltzmann occupation. Dividing the capture rate $cn$ by $\exp[(\mu-E_c)/\theta]$ leaves

$$cN_c=2\sum_{mn}p_{0m}w_{mn}e^{-\varepsilon_{mn}/\theta},\qquad
p_{0m}=\frac{e^{-E_{0m}/\theta}}{Z_0}.$$

Energy conservation does the rest. Since $E_{0m}+\varepsilon_{mn}=E_{1n}$,

$$p_{0m}e^{-\varepsilon_{mn}/\theta}=\frac{e^{-E_{1n}/\theta}}{Z_0}
=\frac{Z_1}{Z_0}\,p_{1n}.$$

Substitution gives $cN_c=2(Z_1/Z_0)e$, or

$$\frac{e}{cN_c}=\frac{Z_0}{2Z_1}=e^{-\Delta G/\theta}.$$

Each path is balanced by its own reverse. Strong relaxation can change both rates greatly, but not their ratio at given $\Delta G$.

**Q.** Show me a case with unequal vibrations, where an error in the free energy would be visible.

**A.** Take one vibrational mode, with quantum $\omega_0=0.045$ eV in the empty state and $\omega_1=0.030$ eV in the filled state. The empty minimum, with the electron at the band edge, lies $\Delta_{\min}=0.400$ eV above the filled minimum. The minima are displaced from each other, with relaxation energy 0.150 eV on the filled curve. These are round model parameters.

A harmonic ladder sums to $1/[2\sinh(\omega/2\theta)]$, zero-point energy included. The empty state carries the further factor $\exp(-\Delta_{\min}/\theta)$, so

$$\Delta G=\Delta_{\min}
+\theta\ln\frac{\sinh(\omega_0/2\theta)}{\sinh(\omega_1/2\theta)}
+\theta\ln2 .$$

At 300 K, $\theta=0.02585$ eV. The ratio of hyperbolic sines is $0.984/0.613=1.605$, with logarithm 0.473. Hence

$$\Delta G=0.400+0.02585\,(0.473+0.693)=0.430\ \text{eV}.$$

The golden-rule sums, evaluated with numerically computed vibrational overlaps, give $e/(cN_c)=5.940\times10^{-8}$. The free-energy formula gives the same number to the printed digits. Using $\Delta_{\min}$ for $\Delta G$ makes the rate too large by $2\times1.605=3.21$ at given $c$. Omitting spin alone makes it too large by 2.

**Q.** What if the band is degenerate? Your Boltzmann occupation then fails.

**A.** The simple law $R_{\rm cap}=cnN_0$ with a density-independent $c$ then no longer holds in general, because the energy distribution of the electrons changes with their density. The balance still holds. Let $f$ be the Fermi occupation at $\varepsilon_{mn}$. Capture is weighted by $f$, and emission by the fraction $1-f$ of empty final states. The ratio of the capture rate of an empty defect to the emission rate of a filled one is

$$\frac{2\sum p_{0m}w_{mn}f}{\sum p_{1n}w_{mn}(1-f)} .$$

The Fermi function obeys $f=(1-f)\exp[(\mu-E_c-\varepsilon_{mn})/\theta]$. Inserting this and the population identity above turns the numerator into

$$2\frac{Z_1}{Z_0}e^{(\mu-E_c)/\theta}\sum p_{1n}w_{mn}(1-f).$$

The sums cancel, leaving $\exp[(\mu-E_c+\Delta G)/\theta]$, which is the Gibbs ratio $N_1/N_0$. A numerical test with the Fermi level inside the band confirms it. In the depleted junction $f$ is negligible, the blocking disappears, and the rate is $e$.

## Second half: from emission to the measured spectrum

**Q.** Before we discuss a measurement, restate what you are carrying over and put numbers into it.

**A.** The emission rate of a filled defect into an empty band is

$$e=\sigma\bar vN_c\,e^{-\Delta G/\theta},\qquad
\bar vN_c=\frac{2m\theta^2}{\pi^2},\qquad \theta=k_{\rm B}T .$$

Here $\sigma$ is the thermal capture cross-section, $\bar v$ the mean electron speed, $N_c$ the effective density of band states and $m$ the band mass. $\Delta G$ is the free energy of the empty defect plus an electron at the band edge, minus that of the filled defect. It includes degeneracy. The capture coefficient is $c=\sigma\bar v$, and $N_1$ and $N_0$ are the densities of filled and empty defects.

For an example I choose round parameters that stand for no particular material: $m=0.30$ electron masses and

$$\Delta G=\Delta H-T\Delta S,\quad \Delta H=0.400\ \text{eV},\quad \Delta S=2k_{\rm B},$$

$$\sigma=\sigma_\infty e^{-E_\sigma/\theta},\quad
\sigma_\infty=10\ \text{Å}^2,\quad E_\sigma=0.050\ \text{eV}.$$

The enthalpy $\Delta H$, the entropy $\Delta S$ and the capture barrier $E_\sigma$ are taken as constant. At 250 K, $\theta=0.021543$ eV, and

$$\sigma=10\,e^{-0.050/0.021543}=0.982\ \text{Å}^2,$$

$$\Delta G=0.400-2(0.021543)=0.3569\ \text{eV}.$$

The band factors are $N_c=3.137\times10^{-6}$ Å$^{-3}$ and $\bar v=1.793\times10^{15}$ Å/s, with product $5.626\times10^{9}$ Å$^{-2}$ s$^{-1}$. The exponential is $6.382\times10^{-8}$. Therefore

$$e=0.982\times5.626\times10^{9}\times6.382\times10^{-8}
\approx352\ \text{s}^{-1}.$$

A filled defect keeps its electron for about 2.8 ms on average. Putting $\Delta H$ in place of $\Delta G$ would multiply the rate by $e^{-\Delta S/k_{\rm B}}=e^{-2}=0.135$, giving about 48 s$^{-1}$.

**Q.** My instrument records the capacitance of a junction containing many defects, not the escape of single electrons. How does this rate appear in a capacitance?

Detailed balance has fixed the ratio of emission to capture through the transition free energy $\Delta G$, so a capture cross-section and $\Delta G$ together give the emission rate $e$. It remains to show how this rate appears in a junction's capacitance, and what the resulting spectrum does and does not reveal about $\Delta G$ and $\sigma$.
